# Sheet resistance from a collinear four-point probe

## Question

An implanted and annealed layer is measured with four point contacts, numbered 1 to 4, on a straight line with equal spacing $s$. A steady current $I$ enters the layer at contact 1 and leaves at contact 4. An ideal voltmeter, which draws no current, reads $V=\varphi_2-\varphi_3$, where $\varphi_j$ is the potential of the layer at contact $j$.

Treat the layer as an ohmic sheet, uniform and isotropic in its plane, unbounded in that plane, much thinner than $s$, and insulated from the material below. The contacts are much smaller than $s$. Let $K$ be the current per unit width, summed over the depth of the layer, and $E$ the electric field along the sheet. The sheet resistance $R_s$ is defined by $K=E/R_s$.

Data: $V/I=50.0$ ohm, $I=0.001$ A, $s=10^7$ angstrom, layer thickness $t=10^3$ angstrom. The atomic unit of resistance, $\hbar/e^2$, is 4108.236 ohm.

The algebra may be read in atomic units, in which Ohm's law keeps its form and $e=1$.

## (a) Explain the unit "ohm per square", and find the potential in the sheet.

**Answer.** Take a square of side $L$ with a uniform current flowing between opposite sides. The current is $KL$ and the voltage is $EL$, so the resistance is

$$\frac{EL}{KL}=\frac{E}{K}=R_s .$$

The side $L$ cancels. Sheet resistance therefore has the dimension of resistance, and "per square" records that it belongs to a square of any size.

Now consider contact 1 alone, with the current spreading symmetrically to infinity. In a steady state no charge accumulates, so the whole current $I$ crosses every circle of radius $r$ around the contact:

$$2\pi r K=I,\qquad E(r)=R_sK=\frac{R_sI}{2\pi r}.$$

The field points outward and $E=-d\varphi/dr$. Integrating from a reference radius $r_0$, where the potential is set to zero, gives

$$\varphi(r)=-\frac{R_sI}{2\pi}\ln\frac{r}{r_0}.$$

The logarithm has no finite limit at infinity, so the zero of potential cannot be placed there. This does no harm, because only a potential difference is measured.

Ohm's law and charge conservation are linear, so the potentials of the two current contacts add. Contact 4 carries current out, which replaces $I$ by $-I$. With $r_1$ and $r_4$ the distances from contacts 1 and 4,

$$\varphi=-\frac{R_sI}{2\pi}\ln\frac{r_1}{r_0}+\frac{R_sI}{2\pi}\ln\frac{r_4}{r_0}
=\frac{R_sI}{2\pi}\ln\frac{r_4}{r_1}.$$

The arbitrary radius $r_0$ has cancelled.

## (b) Derive the factor that converts $V/I$ into $R_s$. Confirm that the current between the inner contacts is accounted for.

**Answer.** At contact 2 the distances are $r_1=s$ and $r_4=2s$. At contact 3 they are $r_1=2s$ and $r_4=s$. Hence

$$\varphi_2=\frac{R_sI}{2\pi}\ln 2,\qquad
\varphi_3=\frac{R_sI}{2\pi}\ln\frac12=-\frac{R_sI}{2\pi}\ln 2 .$$

Subtracting,

$$V=\varphi_2-\varphi_3=\frac{R_sI}{\pi}\ln 2,
\qquad\text{so}\qquad
R_s=\frac{\pi}{\ln 2}\,\frac{V}{I}=4.532\,\frac{V}{I}.$$

The spacing has dropped out because the potential depends only on a ratio of distances. The factor still depends on the relative positions of the contacts: equal spacings give the ratios 2 and 1/2 used here, and other arrangements generally give a different factor.

If the current $I$ flowed uniformly along a strip of width $s$, the voltage over a length $s$ would be $R_sI$ and the factor would be 1. In the unbounded sheet the current spreads more widely. At distance $x$ from contact 1 on the probe line, between contacts 2 and 3,

$$K=\frac{I}{2\pi}\left(\frac1x+\frac1{3s-x}\right)\le\frac{3I}{4\pi s}<\frac Is ,$$

with the largest value at contacts 2 and 3. Hence $V/I$ is less than $R_s$, and the factor exceeds 1.

To check the current, take the line midway between the contacts and let $y$ be the distance along it from the probe line. Each current contact is at perpendicular distance $3s/2$ from this line. Each contributes the same component of $K$ across it, because the current flows away from contact 1 and towards contact 4:

$$K_x(y)=2\,\frac{I}{2\pi}\,\frac{3s/2}{(3s/2)^2+y^2}.$$

Since $\int_{-\infty}^{\infty}a\,dy/(a^2+y^2)=\pi$ for $a>0$,

$$\int_{-\infty}^{\infty}K_x\,dy=\frac{I}{\pi}\,\pi=I,$$

as charge conservation requires.

The voltmeter draws no current, so there is no ohmic drop at contacts 2 and 3. The drops at contacts 1 and 4 lie outside the measured voltage. This is why separate current and voltage contacts are used.

A different model gives an independent test. An infinite square network of equal resistors $R$ has sheet resistance $R$: a block of $N$ parallel rows, each with $N$ resistors in series, has resistance $NR/N=R$. Solving Kirchhoff's current law on this network, with no logarithm assumed, gives the factors 4.5137, 4.5314 and 4.53235 for probe spacings of 5, 21 and 200 cells. They approach $\pi/\ln2$ as the cells become small compared with the spacing.

## (c) Evaluate the sheet resistance, and say what it measures in an implanted layer.

**Answer.** The reading gives

$$R_s=4.53236\times50.0\ \text{ohm}=226.6\ \text{ohm per square},$$

or 227 ohm per square when rounded. In atomic units this is $226.62/4108.236=0.0552$.

The voltage is $50.0\ \text{ohm}\times0.001\ \text{A}=0.05$ V. Contact 2 is at the higher potential, so the potential energy of an electron, with charge $-e$, is 0.05 eV lower there than at contact 3.

The conductivity $\sigma(z)$ of an implanted layer varies with depth $z$. If the field along the sheet is the same at all depths, then

$$K=\int_0^t\sigma(z)E\,dz=E\int_0^t\sigma(z)\,dz,
\qquad
\frac1{R_s}=\int_0^t\sigma(z)\,dz .$$

For one type of carrier with density $n(z)$ and mobility $\mu(z)$, $\sigma=n\mu$ in atomic units. The measurement thus gives the carrier density weighted by mobility and summed over depth. It does not give the implanted dose by itself: dopant atoms that supply no carriers are not counted, and the mobility must be known separately.

## (d) For a layer of uniform resistivity $\rho$, find $V/I$ at any thickness. Recover the thin limit, find the thick limit, and judge the data.

**Answer.** Here $R_s=\rho/t$. Let the contacts lie on the face $z=0$, with the other insulated face at $z=t$. In a very thick layer the current from one contact spreads over hemispheres, so the current density is $I/(2\pi r^2)$ and the potential is $\rho I/(2\pi r)$.

In a layer of finite thickness no current may cross either face. This is achieved by placing equal image contacts at $z=2nt$ for all integers $n$. The array is symmetric about both $z=0$ and $z=t$, so the normal field vanishes on both faces away from the contact. At a surface point a distance $r$ from the real contact, the image at $2nt$ contributes $\rho I/\left(2\pi\sqrt{r^2+(2nt)^2}\right)$.

Contact 2 is at distance $s$ from the source and $2s$ from the sink. Contact 3 has these distances exchanged, so $\varphi_3=-\varphi_2$ and $V=2\varphi_2$. Therefore

$$\frac VI=\frac{\rho}{\pi}\sum_{n=-\infty}^{\infty}
\left[\frac1{\sqrt{s^2+(2nt)^2}}-\frac1{\sqrt{4s^2+(2nt)^2}}\right].$$

For $t\ll s$ the terms change little from one $n$ to the next. The sum then becomes an integral over $z=2nt$, with $dn=dz/(2t)$. Using

$$\int_{-Z}^{Z}\frac{dz}{\sqrt{a^2+z^2}}=2\ln\frac{Z+\sqrt{Z^2+a^2}}{a}$$

for $a=s$ and $a=2s$, the difference of the two integrals is

$$2\ln\left[2\,\frac{Z+\sqrt{Z^2+s^2}}{Z+\sqrt{Z^2+4s^2}}\right]\longrightarrow 2\ln2
\qquad(Z\to\infty).$$

Hence

$$\frac VI\to\frac{\rho}{\pi}\,\frac{2\ln2}{2t}=\frac{\rho}{t}\,\frac{\ln2}{\pi}=\frac{R_s\ln 2}{\pi},$$

which is the result of part (b). For $t\gg s$ the term $n=0$ dominates:

$$\frac VI\to\frac{\rho}{\pi}\left(\frac1s-\frac1{2s}\right)=\frac{\rho}{2\pi s}.$$

In this limit the spacing matters and the thickness does not, because the current hardly reaches the far face.

Evaluating the sum shows that the thin-sheet formula overestimates $R_s$ by 0.26 percent at $t=s/2$ and by 8.5 percent at $t=s$, relative to the true $\rho/t$. At $t=0.2s$ the error is already about $10^{-5}$ percent. The data have $t/s=10^3/10^7=10^{-4}$, so in this model thickness needs no correction.

The insulation below the layer is a separate condition. If current leaks into the substrate, the current crossing a circle in the layer is no longer $I$, and the result of part (a) is no longer exact. The size of the error depends on how much current leaks, and making the layer thinner does not remove it. In a real implanted layer the insulation is usually a p-n junction with a substrate of the opposite type, and it holds only while that junction passes negligible current. Without such a junction the error can be large. For a layer of 227 ohm per square in ohmic contact with a thick substrate of 10 ohm cm, at this spacing, the formula would return about 0.27 of the layer's $R_s$. For a layer of the same resistivity ten times thinner it would return about 0.03.

## (e) The sheet has one straight insulated edge, parallel to the probe line at distance $d$. Find $V/I$. What do edges do to the reading of part (c)?

**Answer.** No current crosses the edge. Reflect both current contacts in it, keeping the sign of each current. By symmetry the normal field on the edge is then zero. The image of contact 1 is at distance $\sqrt{s^2+4d^2}$ from contact 2, and the image of contact 4 is at distance $\sqrt{4s^2+4d^2}$. Adding their potentials to that of part (a),

$$\varphi_2=\frac{R_sI}{2\pi}\left[\ln2+\frac12\ln\frac{4s^2+4d^2}{s^2+4d^2}\right].$$

Again $\varphi_3=-\varphi_2$, so

$$\frac VI=\frac{R_s}{\pi}\left[\ln2+\frac12\ln\frac{4s^2+4d^2}{s^2+4d^2}\right].$$

The added term is positive: the edge confines the current and raises the reading. As $d\to0$ it tends to $\frac12\ln4=\ln2$, and $V/I$ doubles, because the same current has only half a plane to flow in. For $d\gg s$, using $\ln(1+x)\approx x$,

$$\frac12\left[\ln\left(1+\frac{s^2}{d^2}\right)-\ln\left(1+\frac{s^2}{4d^2}\right)\right]
\approx\frac12\left(\frac{s^2}{d^2}-\frac{s^2}{4d^2}\right)=\frac{3s^2}{8d^2}.$$

The effect of a distant edge falls as the inverse square of its distance.

A square sheet has four edges, so this formula does not apply to it directly. Resistor networks with free edges give the following factors for a probe at the centre, parallel to a side:

| Side of square | Factor | $R_s$ for a 50.0 ohm reading (ohm per square) |
|---|---|---|
| $10s$ | 4.22 | 211 |
| $20s$ | 4.45 | 222 |
| $40s$ | 4.51 | 226 |

Using $\pi/\ln2$ on these sheets would overestimate $R_s$ by 7.4, 1.9 and 0.5 percent of its true value. Each doubling of the side divides the excess in $V/I$ by 3.98 and then 3.99, close to the factor 4 of an inverse-square law. The value of 227 ohm per square thus presupposes a sample many probe spacings wide, with the probe far from its edges. The full set of values is in the numerical output.

## Calculated quantities

```
Meter reading V/I: 50.0 ohm
Current: 0.0010 A
Voltage between inner contacts: 0.0500 V
Electron energy difference (magnitude): 0.0500 eV
Probe spacing s: 1.000e+07 angstrom
Layer thickness t: 1.000e+03 angstrom
Ratio t/s: 1.0e-04 (no unit)
ln 2: 0.693147 (no unit)
Factor pi/ln 2: 4.532360 (no unit)
Sheet resistance: 226.62 ohm per square
Sheet resistance, rounded: 227 ohm per square
Atomic unit of resistance: 4108.236 ohm
Sheet resistance: 0.05516 atomic units
V/(I R_s) from field quadrature: 0.22063560 (no unit)
V/(I R_s) from formula: 0.22063560 (no unit)
Midline current / I: 1.00000000 (no unit)
Infinite network, spacing 5 cells, factor: 4.513725 (no unit)
Infinite network, spacing 21 cells, factor: 4.531428 (no unit)
Infinite network, spacing 200 cells, factor: 4.532350 (no unit)
Square sheet, side 10 s, factor: 4.220 (no unit)
  50 ohm reading there means: 211.0 ohm per square
  Infinite-sheet formula too high by: 7.40 percent
Square sheet, side 20 s, factor: 4.449 (no unit)
  50 ohm reading there means: 222.4 ohm per square
  Infinite-sheet formula too high by: 1.88 percent
Square sheet, side 40 s, factor: 4.510 (no unit)
  50 ohm reading there means: 225.5 ohm per square
  Infinite-sheet formula too high by: 0.49 percent
Edge excess, side 10 s over side 20 s: 3.98 (no unit)
Edge excess, side 20 s over side 40 s: 3.99 (no unit)
Slab t/s = 0.2, thin formula too high by: 0.0000 percent
Slab t/s = 0.5, thin formula too high by: 0.2645 percent
Slab t/s = 1.0, thin formula too high by: 8.5238 percent
```
